# Recursive Green Functions for Block-Tridiagonal Channels: Updates, Storage and Operation Counts

## What goes wrong with dense inversion

A coherent transport calculation needs the retarded Green function of the channel at many energies. If the channel has $N$ slices with $M$ orbitals each, inverting the whole matrix costs $(NM)^3$ multiplications per energy and fills $N^2M^2$ complex numbers. Doubling the channel length multiplies the work by eight and the storage by four. Most of this is wasted: the density needs the diagonal blocks and one block column, and the transmission needs one corner block.

The recursion below obtains those blocks with work and storage that grow linearly in $N$. It uses no approximation beyond rounding, but it requires a particular matrix structure and certain intermediate inverses.

## The matrix and its assumptions

Cut the channel into slices along the transport direction, thick enough that the Hamiltonian $H$ couples nearest slices only. With an orthonormal basis, define

$$A=(E+i\eta)I-H-\Sigma_L-\Sigma_R,\qquad G=A^{-1},\qquad \eta\ge 0 .$$

The retarded lead self-energies $\Sigma_L$ and $\Sigma_R$ act in slices $1$ and $N$ respectively. Then $A_{nm}=0$ for $|n-m|>1$. Since $A_{n,n+1}=-H_{n,n+1}$, the signs of the couplings are already inside $A$. Energies are in eV, so $G$ is in eV$^{-1}$.

Let $A^{(n)}$ be the matrix truncated after slice $n$, and let $g_n$ be the last diagonal block of its inverse. This is the left-connected Green function: it knows the left lead and slices $1$ to $n$, but nothing to their right.

## Forward sweep

To find $g_n$, solve for the last block column of the inverse of $A^{(n)}$. Call its upper part $X$ (slices $1$ to $n-1$) and its last block $Y=g_n$. Let $u$ be the coupling column from slice $n$ into the earlier slices and $l$ the coupling row back. Then

$$A^{(n-1)}X+uY=0,\qquad lX+A_{nn}Y=I .$$

The first equation gives $X=-(A^{(n-1)})^{-1}uY$. Inserting it in the second gives

$$\left[A_{nn}-l\,(A^{(n-1)})^{-1}u\right]Y=I .$$

The only nonzero block of $u$ is $A_{n-1,n}$, and the only nonzero block of $l$ is $A_{n,n-1}$, both at slice $n-1$. They select the last diagonal block of $(A^{(n-1)})^{-1}$, which is $g_{n-1}$. Hence

$$g_1=A_{11}^{-1},\qquad g_n=\left(A_{nn}-A_{n,n-1}\,g_{n-1}\,A_{n-1,n}\right)^{-1}. \tag{1}$$

The subtracted term is the self-energy that the left part exerts on slice $n$. After the last slice nothing is missing, so $G_{NN}=g_N$.

## Backward sweep

The right part must now be reattached. Take rows $1$ to $n$ of $AG=I$ and block column $m$. The only coupling out of these rows is $A_{n,n+1}$, in row $n$. For $m>n$ the right side is zero. Multiplying by $(A^{(n)})^{-1}$ and reading block row $n$ gives

$$G_{nm}=-g_nA_{n,n+1}G_{n+1,m}\qquad(m>n). \tag{2}$$

For $m=n$ the right side has $I$ in row $n$, so

$$G_{nn}=g_n-g_nA_{n,n+1}G_{n+1,n}. \tag{3}$$

The block $G_{n+1,n}$ follows from $GA=I$. In its row $n+1$ and columns $1$ to $n$ the right side is zero, and the only coupling from outside enters column $n$ through $A_{n+1,n}$. Multiplying from the right by $(A^{(n)})^{-1}$ and reading column $n$,

$$G_{n+1,n}=-G_{n+1,n+1}A_{n+1,n}g_n .$$

Inserted in (3), the two minus signs cancel:

$$G_{nn}=g_n+g_nA_{n,n+1}G_{n+1,n+1}A_{n+1,n}g_n . \tag{4}$$

Read from right to left, the added term takes an electron out of slice $n$, lets it propagate in the complete system from slice $n+1$, and brings it back. Equation (2) with $m=N$ gives the last block column.

## One sweep for the transmission

The transmission needs $G_{N1}$, which can be carried forward. Let $C_n$ be the block $(n,1)$ of $(A^{(n)})^{-1}$. Let $r$ be the last block row of this inverse without its final block $g_n$. The first $n-1$ columns of inverse times matrix equals identity read

$$rA^{(n-1)}+g_n l=0\quad\Rightarrow\quad r=-g_n l\,(A^{(n-1)})^{-1}.$$

The first block of $r$ is $C_n$, and $l$ selects row $n-1$, so

$$C_1=g_1,\qquad C_n=-g_nA_{n,n-1}C_{n-1},\qquad C_N=G_{N1}. \tag{5}$$

Only the current $g_n$ and $C_n$ need to be kept.

## Pseudocode

```
TWO SWEEPS: diagonal blocks and last column
G[1] = inverse(A[1,1])
for n = 2 ... N:
    G[n] = inverse(A[n,n] - A[n,n-1] G[n-1] A[n-1,n])
K[N] = G[N]
for n = N-1 ... 1:
    X = G[n] A[n,n+1]        # G[n] still holds g_n
    Y = A[n+1,n] G[n]
    K[n] = -X K[n+1]
    G[n] = G[n] + (X G[n+1]) Y

ONE SWEEP: corner block
g = inverse(A[1,1]);  C = g
for n = 2 ... N:
    g = inverse(A[n,n] - A[n,n-1] g A[n-1,n])
    C = -g (A[n,n-1] C)
```

Both $X$ and $Y$ must be formed before `G[n]` is overwritten. The matrix order matters because the blocks do not commute in general. In a test with random dense couplings, $N=7$ and $M=4$, the largest absolute deviation from direct inversion was $4.6\times10^{-15}$, for couplings of order one.

## From blocks to observables

Let $\Gamma=i(\Sigma-\Sigma^\dagger)$ for each lead. To see what it does, let $\varphi_k$ be the states of the isolated left lead, with energies $E_k$, and $\tau$ their coupling to the channel. Eliminating the lead's response to the channel wave $\psi_k$ leaves $A\psi_k=\tau\varphi_k$, so $\psi_k=G\tau\varphi_k$. Since $\Gamma_L=2\pi\sum_k\delta(E-E_k)\,\tau\varphi_k\varphi_k^\dagger\tau^\dagger$,

$$2\pi\sum_k\delta(E-E_k)\,\psi_k\psi_k^\dagger=G\Gamma_LG^\dagger .$$

This is the part of the spectral function filled from the left. The anti-Hermitian part of $\Sigma_R$ removes probability into the right lead at the rate $\psi^\dagger\Gamma_R\psi/\hbar$. The escape rate per unit energy is therefore $T/(2\pi\hbar)$, with

$$T=\mathrm{Tr}\left[\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger\right]. \tag{6}$$

The right-filled part in slice $n$ is $G_{nN}\Gamma_RG_{nN}^\dagger$. The left-filled part does not require the first block column. From $G-G^\dagger=G(A^\dagger-A)G^\dagger$ and $A^\dagger-A=-2i\eta I-i(\Gamma_L+\Gamma_R)$,

$$i(G-G^\dagger)=G(\Gamma_L+\Gamma_R+2\eta I)G^\dagger . \tag{7}$$

At $\eta=0$ the left part is thus $i(G_{nn}-G_{nn}^\dagger)$ minus the right part. At finite $\eta$ this subtraction would also assign the term $2\eta\,GG^\dagger$ to the left contact. For states that leak into a lead this term vanishes as $\eta\to0$. For a bound state that couples to no open lead mode it does not: it narrows into a delta function carrying the weight of that state in the channel. Neither contact fills such a state, the split at $\eta=0$ misses it, and its contribution to the density must be added separately.

## Operation count

Count complex multiplications and divisions, and leave out additions. In-place Gauss–Jordan inversion of an $n\times n$ matrix takes, for each pivot, one reciprocal, $n-1$ products for the pivot row, $n-1$ for the pivot column and $(n-1)^2$ for the remaining entries:

$$1+2(n-1)+(n-1)^2=n^2 .$$

With $n$ pivots the total is $n^3$. A product of two dense $M\times M$ blocks takes $M^3$. The two-sweep scheme has $N$ inversions, two products per forward step and five per backward step, with $N-1$ steps in each direction:

$$N+2(N-1)+5(N-1)=8N-7\quad\text{in units of }M^3 .$$

The one-sweep scheme has $N$ inversions and four products per step, hence $N+4(N-1)=5N-4$. The gain of two sweeps over dense inversion is

$$\frac{N^3M^3}{(8N-7)M^3}=\frac{N^3}{8N-7}\;\longrightarrow\;\frac{N^2}{8}\qquad(N\gg1).$$

It does not depend on $M$. Multiplications counted during execution agree with all three laws in the six sizes tried. For $M=3$, two slices need 216 operations by dense inversion and 243 by two sweeps, so the recursion loses slightly. At three slices it wins, 459 against 729, and at sixteen slices the ratio is 33.9.

There is a cheaper case. If every coupling block is a number times the identity, as on a square grid with a uniform mass, multiplying by it costs only $M^2$. The forward update then has no dense product, and each backward step keeps three. The leading cost falls to $N+3(N-1)=4N-3$ units of $M^3$, about half the general count. For one sweep it falls to $N+(N-1)=2N-1$.

The remaining weakness is the cube of $M$. Doubling the number of orbitals per slice at fixed $N$ still costs a factor of eight.

## Storage count

In the two-sweep scheme $G_{nn}$ overwrites $g_n$, which accounts for $N$ blocks. The last column adds $N-1$, because its final block is $G_{NN}$ itself. The results therefore occupy $(2N-1)M^2$ numbers, plus a few work blocks whose number does not grow with $N$. Dense inversion stores $N^2M^2$.

For $M=30$ the traced peak of two sweeps was 43.5 blocks at $N=20$ and 83.8 at $N=40$, against result sizes of 39 and 79. One sweep stayed at 4.1 blocks for both lengths. Dense inversion rose from 400 to 1600 blocks; work space inside the linear-algebra library may come on top.

The input is separate. Storing all blocks of $A$ takes $(3N-2)M^2$ numbers, more than the results. To keep the one-sweep scheme's total memory independent of $N$, the blocks must be generated as they are needed.

In the same runs, going from 20 to 40 slices raised the time from 85 to 773 ms for dense inversion and from 3.7 to 10.0 ms for two sweeps. The operation counts predict factors of 8 and about 2.05; the observed factors are 9.1 and 2.7. Times also depend on memory traffic, library and call overhead, which these runs do not separate.

The comparison is with dense inversion. A sparse direct solver also exploits the zeros of $A$, and these ratios say nothing about it.

## Stability and failure modes

**Singular truncations.** The recursion needs every $A^{(n)}$ to be invertible, which does not follow from invertibility of $A$. A positive $\eta$ guarantees it. For a vector $x$ on the first $n$ slices, $H$ contributes no imaginary part and the self-energies contribute $+x^\dagger\Gamma x/2\ge0$, so

$$|x|\,|A^{(n)}x|\ge\mathrm{Im}\left(x^\dagger A^{(n)}x\right)\ge\eta|x|^2 .$$

Thus $A^{(n)}x=0$ only for $x=0$, and $\|g_n\|\le1/\eta$.

At $\eta=0$ a truncated channel may have a bound state at energy $E$ that does not leak into the left lead. The simplest case is a closed pair of one-orbital sites, in dimensionless units:

$$A=\begin{pmatrix}i\eta&1\\1&i\eta\end{pmatrix}.$$

At $\eta=0$ the determinant is $-1$, so $A$ is invertible, but $A_{11}=0$ and the first step fails.

**Cancellation.** With $\eta=10^{-6}$ the pair can be treated, but $|g_1|=10^6$, while the true diagonal element has modulus $\eta/(1+\eta^2)\approx10^{-6}$. Equation (4) must obtain it as a difference of huge terms. The largest error found in the diagonal elements was $7.6\times10^{-12}$. That is small beside the largest element of $G$, which is 1, but it is a relative error of about $8\times10^{-6}$ in the diagonal element itself. This value is a favourable rounding. Terms of size $1/\eta$ carry an absolute rounding error of order $\epsilon/\eta$, with $\epsilon\approx2\times10^{-16}$, so the relative error is typically of order $\epsilon/\eta^2$, and near $\eta=10^{-8}$ no correct digit is left. A small $\eta$ ensures existence, not full accuracy.

A practical monitor is $\|g_n\|$. If it becomes very large where $G$ is not, merge slice $n$ with slice $n+1$ and invert the double block. For the pair this inverts $A$ directly and removes the difficulty without any $\eta$. With several orbitals per slice, the truncation after slice $n+1$ can be singular as well. The double block then cannot be inverted either, and further slices must be merged until the inverse is no longer large.

**Lost block structure.** A self-energy that links distant slices, such as one from nonlocal scattering, invalidates (1). Coupling of finite range $r$ slices can be handled by merging $r$ slices into one. Then $N\to N/r$ and $M\to rM$, and the leading cost $8NM^3$ grows by $r^2$.

## Worked example: a tilted barrier

Take a one-band effective-mass channel on a square grid, with mass $0.05\,m_e$, spacing $a=1$ nm, $N=40$ slices and $M=12$ sites across. The hopping energy is

$$t=\frac{\hbar^2}{2ma^2}=0.762\ \text{eV}.$$

The on-site energy is $4t+U$ and nearest neighbours are coupled by $-t$. The barrier at slice $n$ and transverse site $j$ is

$$U=0.15\ \text{eV}\;e^{-(x/5\,\text{nm})^2}\left[1+0.5\left(\tfrac{j}{13}-\tfrac12\right)\right],\qquad x=(n-20.5)\,a .$$

The tilt mixes the transverse modes, so the problem does not split into separate one-dimensional ones.

With hard side walls, mode $p$ of the clean leads starts at $E_p=2t[1-\cos(p\pi/13)]$. The first three thresholds are 0.044, 0.175 and 0.383 eV, so two modes are open at $E=0.25$ eV.

An outgoing mode changes by a factor $\lambda_p$ from slice to slice. Replacing $t\psi_{N+1}$ by $t\lambda_p\psi_N$ in the equation for slice $N$ adds $t\lambda_p$ to $A_{NN}$, which means $\Sigma_p=-t\lambda_p$. For an open mode $\lambda_p=e^{ik_p}$ with

$$\cos k_p=1-\frac{E-E_p}{2t},\qquad \Gamma_p=2t\sin k_p .$$

For a closed mode here $\lambda_p$ is real with $|\lambda_p|<1$, and $\Gamma_p=0$. The left lead is identical.

The calculation uses $\eta=0$. The largest $\|g_n\|$ is 5.7 eV$^{-1}$, so none of the blocks inverted in the recursion is close to singular. The blocks differ from dense inversion by at most $5.5\times10^{-15}$ eV$^{-1}$ in absolute terms.

The transmission is $T=0.968$. A separate calculation, which matches scattering waves to the lead modes without self-energies or Green functions, gives the same value to all six printed digits. It also resolves the incoming modes:

$$T=0.934+0.034=0.968 .$$

The first mode has $0.250-0.044=0.206$ eV for motion along the channel, above the central barrier height of 0.15 eV. The second has $0.250-0.175=0.075$ eV, below it, and is mostly reflected. Its 0.034 is summed over both outgoing modes, so it can contain both tunnelling within the second mode and conversion into the first mode by the tilt; the two were not separated. At zero temperature, with two spins, the conductance is $(2e^2/h)T=75.0\ \mu$S.

In slice 21 the density of states per spin, the traced spectral function divided by $2\pi$, is 0.41 eV$^{-1}$ filled from the left and 0.49 eV$^{-1}$ from the right. The leads and barrier are mirror-symmetric about $x=0$, which lies between slices 20 and 21. The symmetry therefore exchanges the two parts between these slices (slice 20 has 0.49 eV$^{-1}$ from the left and 0.41 eV$^{-1}$ from the right) and does not make them equal within slice 21, at $x=+0.5$ nm. Both open modes contribute to the difference. Waves injected in the first mode give 0.357 eV$^{-1}$ from the left and 0.407 eV$^{-1}$ from the right; those injected in the second give 0.051 and 0.085 eV$^{-1}$. The second mode, whose energy along the channel lies below the barrier top, shows the larger relative difference, but the first supplies more than half of the total.

The couplings here are multiples of the identity, so the cheaper counts above could be used. With every block product treated as dense, as in the program, the costs for this channel are

$$\begin{aligned}
\text{dense:}\quad &(40\cdot12)^3=110\,592\,000,\\
\text{two sweeps:}\quad &(8\cdot40-7)\,12^3=313\cdot1728=540\,864,\\
\text{one sweep:}\quad &(5\cdot40-4)\,12^3=196\cdot1728=338\,688 .
\end{aligned}$$

The ratios are 204.5 and 326.5; the long-channel estimate $N^2/8$ gives 200 for the first. At 16 bytes per complex number, the results take $79\cdot144\cdot16$ bytes $=182$ kB instead of 3686 kB, a factor of 20. The input blocks, if all are stored, take another 272 kB.

These costs are per energy point. The physical model leaves out nonparabolic bands, self-consistent charge and phonon scattering, so its conductance describes this model channel, not a measured device. The numerical output below gives more digits of the main results.

## Computed values

```
random test, N=7, M=4: largest error of G = 4.6e-15
two-site case (hopping 1), eta=0: recursion fails = True
two-site case, eta=1e-06: |g_1| = 1.00e+06, largest |G| = 1.000, error = 7.6e-12
multiplications executed: N, M, dense, two sweeps, one sweep, dense/two sweeps
   2  3     216    243    162   0.889
   3  3     729    459    297   1.588
   4  3    1728    675    432   2.560
   8  3   13824   1539    972   8.982
  16  3  110592   3267   2052  33.851
   8  6  110592  12312   7776   8.982
traced peak storage in M x M complex blocks, and time in ms (machine-dependent)
  N=20, M=30: storage dense 400.1, two sweeps 43.5, one sweep 4.1
  N=20, M=30: time dense 84.9 ms, two sweeps 3.7 ms
  N=40, M=30: storage dense 1600.1, two sweeps 83.8, one sweep 4.1
  N=40, M=30: time dense 772.5 ms, two sweeps 10.0 ms
example: N = 40 slices, M = 12 sites, spacing = 1.0 nm, mass = 0.05 m_e
energy = 0.25 eV, barrier = 0.15 eV, width parameter = 5.0 nm, tilt = 0.5
hopping = 0.76200 eV
first three mode thresholds = 0.0443, 0.1746, 0.3833 eV
open modes = 2
largest norm of g_n = 5.694 1/eV
largest error of G against dense inversion = 5.5e-15 1/eV
transmission, recursive = 0.968190
transmission, wave matching = 0.968190
transmission by incoming mode = 0.934315, 0.033875
conductance at zero temperature, two spins = 75.016 uS
density of states per spin, slice 21: from left 0.4075, from right 0.4920 1/eV
multiplications: dense 110592000, two sweeps 540864, one sweep 338688
multiplication ratio dense/two sweeps = 204.5, dense/one sweep = 326.5
result storage: dense 3686.4 kB, two sweeps 182.0 kB, ratio 20.25
input blocks if all are stored = 271.9 kB
```
